# Why high density breaks the second-order correlation gradient expansion

## What dimensions and scaling fix

Two dimensionless gradients are used in semilocal density functionals. Both compare the wave number on which the density varies,

$$Q=\frac{|\nabla n|}{2n},$$

with a wave number of the uniform electron gas at the local density $n$. The exchange gradient is $s=Q/k_F$, where $k_F=(3\pi^2n)^{1/3}$ is the Fermi wave number. The correlation gradient is $t=Q/(\phi k_s)$, where $k_s$ is the Thomas-Fermi screening wave number and $\phi$ is a number that depends on the spin polarization.

The Fermi wave number follows from the density alone. Screening also involves the Coulomb repulsion and the kinetic energy, so $k_s$ contains the Bohr radius $a_0=\hbar^2/(me^2)$, with $e^2$ in Gaussian form. In linear screening $k_s^2$ is proportional to $e^2\,dn/d\mu$, where $\mu$ is the chemical potential. For free electrons $\mu\sim\hbar^2k_F^2/m$ and $n\sim k_F^3$, hence

$$k_s^2\sim e^2\,\frac{k_F^3}{\hbar^2k_F^2/m}=\frac{k_F}{a_0},\qquad
\frac{t^2}{s^2}=\frac{k_F^2}{\phi^2k_s^2}\sim\frac{k_Fa_0}{\phi^2}.$$

The Seitz radius $r_s$ is defined by $4\pi r_s^3n/3=1$, so $k_F\propto1/r_s$. With lengths in bohr the form of the answer is therefore

$$t^2=C\,\frac{s^2}{\phi^2r_s},$$

with a pure number $C$ still to be found. Hartree atomic units, $\hbar=m=e^2=1$, are used from here on.

The same form follows from uniform scaling, $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$. This compresses the density for $\lambda>1$ and keeps the electron number $N$. By the chain rule $|\nabla n_\lambda|=\lambda^4|\nabla n|$, the right side being taken at $\lambda\mathbf r$. Since $k_F\to\lambda k_F$ and $k_s^2\to\lambda k_s^2$,

$$s\to\frac{\lambda^4}{\lambda\cdot\lambda^3}\,s=s,\qquad
t^2\to\frac{\lambda^8}{\lambda\cdot\lambda^6}\,t^2=\lambda t^2,\qquad r_s\to\frac{r_s}{\lambda}.$$

Both spin densities are scaled alike, so the polarization $\zeta=(n_\uparrow-n_\downarrow)/n$ and $\phi$ keep their values at corresponding points. Wherever $s\neq0$, $t$ grows without limit as $\lambda\to\infty$.

## First derivation: static screening

Let a weak, slowly varying potential energy $\delta U$ act on each electron of an unpolarized gas. In equilibrium $\mu(n)+\delta U$ is constant in space, so the density changes by $\delta n=-(dn/d\mu)\,\delta U$. If an external density $n_{\rm ext}$ of electron-like charge is the source, Poisson's equation reads

$$\nabla^2\delta U=-4\pi(n_{\rm ext}+\delta n)
=-4\pi n_{\rm ext}+4\pi\frac{dn}{d\mu}\,\delta U .$$

Away from the source this is $\nabla^2\delta U=k_s^2\,\delta U$ with $k_s^2=4\pi\,dn/d\mu$, and in this local model the potential dies off over the length $1/k_s$. (The full wave-number-dependent response of free electrons adds an oscillating tail that falls more slowly; at $r_s=2$ bohr it dominates beyond about $k_sr=10$.) For free electrons $\mu=k_F^2/2$, so

$$n=\frac{(2\mu)^{3/2}}{3\pi^2},\qquad
\frac{dn}{d\mu}=\frac{(2\mu)^{1/2}}{\pi^2}=\frac{k_F}{\pi^2},\qquad
k_s^2=\frac{4k_F}{\pi}.$$

The ratio of the two gradients becomes

$$\frac{t^2}{s^2}=\frac{k_F^2}{\phi^2k_s^2}=\frac{\pi k_F}{4\phi^2}.$$

From $n=3/(4\pi r_s^3)$ we get $k_F^3=3\pi^2n=9\pi/(4r_s^3)$, that is, $k_F=(9\pi/4)^{1/3}/r_s$. The constant is

$$C=\frac{\pi}{4}\left(\frac{9\pi}{4}\right)^{1/3}
=\left(\frac{\pi^3}{64}\cdot\frac{9\pi}{4}\right)^{1/3}
=\left(\frac{9\pi^4}{256}\right)^{1/3}
=\left(\frac{3\pi^2}{16}\right)^{2/3},$$

because $9\pi^4/256=(3\pi^2/16)^2$. Thus

$$\boxed{\,t^2=\left(\frac{3\pi^2}{16}\right)^{2/3}\frac{s^2}{\phi^2r_s}\,},\qquad C=1.5073 .$$

The spin factor is the conventional one,

$$\phi=\tfrac12\left[(1+\zeta)^{2/3}+(1-\zeta)^{2/3}\right].$$

It is not derived from screening. A polarized gas has two Fermi wave numbers $k_\sigma=k_F(1\pm\zeta)^{1/3}$, and each spin contributes $k_\sigma/(2\pi^2)$ to $dn/d\mu$. Its squared screening wave number is therefore

$$\frac{2}{\pi}(k_\uparrow+k_\downarrow)=k_s^2\,\frac{(1+\zeta)^{1/3}+(1-\zeta)^{1/3}}{2}.$$

At $\zeta=0$ the last factor and $\phi^2$ are both 1, and at $|\zeta|=1$ both are $2^{-2/3}$. Between these ends $\phi k_s$ differs from the polarized screening wave number by at most about 5.7 percent of the latter.

## Second derivation: the ring energy

The second route starts from the correlation energy and finds the wave number at which its long-range part is cut off. Take the unpolarized gas again. The density response of free electrons to a potential of wave vector $\mathbf q$ and imaginary frequency $i\omega$ is

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{i\omega+\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf q}},$$

with $f$ the Fermi occupation and $\epsilon_{\mathbf k}=k^2/2$. For $q\ll k_F$, let $x$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then $\epsilon_{\mathbf k+\mathbf q}-\epsilon_{\mathbf k}\simeq qk_Fx$ and $f_{\mathbf k}-f_{\mathbf k+\mathbf q}\simeq qk_Fx\,\delta(\epsilon_{\mathbf k}-\mu)$. The density of states is $k_F/\pi^2$. With $u=\omega/(qk_F)$,

$$\chi_0=\frac{k_F}{\pi^2}\,\frac12\int_{-1}^{1}\!dx\,\frac{x}{iu-x}
=-\frac{k_F}{\pi^2}R(u),\qquad
R(u)=\int_0^1\!\frac{x^2\,dx}{x^2+u^2}.$$

Here $x/(iu-x)=(-iux-x^2)/(x^2+u^2)$ was used, and the odd part integrates to zero. With the Coulomb interaction $v=4\pi/q^2$,

$$-v\chi_0=\frac{4k_F}{\pi q^2}R(u).$$

In the static limit $R(0)=1$. Evaluate this dimensionless strength of screening at the wave number of the density, $q=Q=sk_F$, and call it $\kappa$:

$$\kappa=\frac{4k_F}{\pi Q^2}=\frac{4}{\pi k_Fs^2}.$$

Screening is strong for $\kappa\gg1$ and weak for $\kappa\ll1$, so the crossover wave number squared is $4k_F/\pi$. This is $k_s^2$, now found without the equation of state. Hence $\kappa=k_s^2/Q^2=1/(\phi^2t^2)$, and equating the two expressions for $\kappa$ gives

$$\phi^2t^2=\frac{\pi k_Fs^2}{4}=\frac{\pi}{4}\left(\frac{9\pi}{4}\right)^{1/3}\frac{s^2}{r_s},$$

which is the boxed relation. Large $t$ means that the density varies on lengths too short for the gas to screen. As a measure of $-v\chi_0$, $\kappa$ is accurate only for $s\ll1$, and the crossover lies at $k_s$ only for $k_s\ll k_F$. The full static response is smaller than the small-$q$ form by a factor 0.95 at $s=0.73$ and 0.88 at $s=1.15$, and at $r_s=2$ bohr it places the crossover at $0.95\,k_s$.

To see that the correlation energy itself knows this crossover, use the adiabatic connection and the fluctuation-dissipation theorem. At interaction strength $\alpha v$ the random-phase response is $\chi_\alpha=\chi_0/(1-\alpha v\chi_0)$, and the correlation energy per electron is

$$\epsilon_c^{\rm ring}=-\frac{1}{2n}\int_0^1\!d\alpha\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,v(\chi_\alpha-\chi_0).$$

Use $\int_0^1d\alpha\,v\chi_\alpha=-\ln(1-v\chi_0)$ and insert the small-$q$ response. That form holds only for $q\ll k_F$, so the $q$ integral below is to be cut off near $k_F$; larger $q$ add a constant:

$$\epsilon_c^{\rm ring}=\frac{1}{2n}\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}
\left[\ln\!\left(1+\frac{k_s^2R}{q^2}\right)-\frac{k_s^2R}{q^2}\right].$$

For $k_s\ll q\ll k_F$ the bracket is $-k_s^4R^2/(2q^4)$. Insert $d^3q=4\pi q^2dq$ and $d\omega=qk_F\,du$:

$$\epsilon_c^{\rm ring}\simeq-\frac{k_Fk_s^4}{16\pi^3n}\int\!\frac{dq}{q}\int_{-\infty}^{\infty}\!R^2du
=-\frac{3}{\pi^3}\int\!\frac{dq}{q}\int_{-\infty}^{\infty}\!R^2du ,$$

by $k_s^4=16k_F^2/\pi^2$ and $n=k_F^3/(3\pi^2)$. For the frequency integral, write $R^2$ as a double integral and use $\int du\,[(x^2+u^2)(y^2+u^2)]^{-1}=\pi/[xy(x+y)]$:

$$\int R^2du=\pi\int_0^1\!\!\int_0^1\!\frac{xy}{x+y}\,dx\,dy
=2\pi\int_0^1\!x^2dx\int_0^1\!\frac{z\,dz}{1+z}
=\frac{2\pi}{3}(1-\ln2).$$

The middle step takes twice the region $y<x$ and sets $y=xz$. For $q\ll k_s$ the bracket grows only as $-k_s^2R/q^2$, so the $q$ integrand falls to zero linearly and the logarithm stops near $k_s$. At the upper end the small-$q$ form ceases near $k_F$. Therefore

$$\epsilon_c^{\rm ring}\simeq-2\gamma\ln\frac{k_F}{k_s}+\text{const}
=\gamma\ln r_s+\text{const},\qquad \gamma=\frac{1-\ln2}{\pi^2},$$

where $k_s^2/k_F^2=4/(\pi k_F)\propto r_s$. Direct quadrature of the small-$q$ ring integral, cut off at $q=k_F$, gives a slope $d\epsilon_c^{\rm ring}/d\ln r_s$ of 0.03109 hartree between $r_s=10^{-5}$ and $10^{-4}$ bohr, in agreement with $\gamma$. The other second-order terms have no small-$q$ singularity. By dimensions a second-order energy per electron contains $e^4m/\hbar^2$ and no power of $r_s$, so they add a constant.

## What each derivation assumes

Once $s$, $t$ and $k_s^2=4k_F/\pi$ are accepted as definitions, the boxed relation is an algebraic identity. It holds for large and small gradients alike. The physical assumptions concern why $k_s$ should be the reference wave number for correlation.

The first derivation assumes static, linear and local response, and the equation of state of free electrons. It needs no theory of the correlation energy, and for the same reason it cannot say that correlation depends on $k_s$.

The second assumes linear response at $q\ll k_F$, at all frequencies, and the random-phase treatment of the interaction. It shows that screening cuts off the long-range correlation energy at $k_s$, and it supplies the logarithm needed below. It is a high-density argument, since the interval between $k_s$ and $k_F$ is wide when $k_s^2/k_F^2\propto r_s$ is small.

The two are not independent in every respect. The static limit $-\chi_0=k_F/\pi^2$ is the $dn/d\mu$ of the first derivation, so both neglect the effect of interactions on the response that does the screening. That effect vanishes at high density but is not small otherwise: local exchange and correlation raise $dn/d\mu$ by a factor 1.003 at $r_s=0.02$, 1.32 at $r_s=1.4$ and 1.55 at $r_s=2$ bohr. Neither derives $\phi$. Nor does the comparison of $Q$ with $k_s$ prove anything about the convergence of a complete gradient series; it makes small $t$ a plausible necessary condition for using one, not a sufficient one. $Q$ weights the wave number of a modulation with its relative amplitude: a 1 percent ripple with $q=3k_F$ at $r_s=2$ bohr has $s\le0.015$ and $t\le0.013$, although $q=2.6\,k_s$. The failure of the second-order truncation can be proved separately, through the energy.

## The order of limits

A gradient expansion is meant for slowly varying densities. At fixed $r_s$, $s\to0$ gives $t\to0$, and the scaling argument does not invalidate that limit. What shrinks at high density is the range of $s$ in which $t$ is small:

$$t<1\quad\Longleftrightarrow\quad s<\frac{\phi\sqrt{r_s}}{(3\pi^2/16)^{1/3}}.$$

For $\zeta=0$ the limit is $s=1.15$ at $r_s=2$ bohr and $s=0.115$ at $r_s=0.02$ bohr. A density of fixed shape keeps its values of $s$ while this range closes, so it leaves the range wherever $s\ne0$.

## Why the second-order energy fails

The second-order expansion, with a constant coefficient $\beta$, the conventional spin factor and no terms in $\nabla\zeta$, is

$$E_c^{\rm GE}[n]=\int n\left[\epsilon_c^{\rm unif}(r_s,\zeta)+\beta\phi^3t^2\right]d^3r .$$

The value $\beta=0.066725$ hartree of the PBE functional is used here. Let $G[n]$ be the gradient part. By the boxed relation,

$$G[n]=\beta C\int n\,\frac{\phi s^2}{r_s}\,d^3r .$$

Set $\mathbf x=\lambda\mathbf r$ in $G[n_\lambda]$. Then $n_\lambda d^3r=n(\mathbf x)d^3x$, while $s$ and $\phi$ are unchanged and $1/r_s$ gains a factor $\lambda$. Hence $G[n_\lambda]=\lambda G[n]$, which is positive for a nonuniform density.

For $\zeta=0$ the uniform-gas part changes as $-\gamma N\ln\lambda$ at large $\lambda$, provided that $\int n\ln n\,d^3r$ is finite. In a polarized gas $-v\chi_0$ is a sum over two spins. The $1/q$ integrand and its cutoff survive, so the coefficient changes but the growth remains logarithmic. A linear term outgrows a logarithm, and

$$E_c^{\rm GE}[n_\lambda]\to+\infty .$$

The exact correlation energy cannot be positive. Let $\Phi$ be the Kohn-Sham determinant of density $n$, let $\hat T$ be the kinetic energy and $\hat V$ the electron repulsion. Then

$$E_c[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\hat V|\Psi\rangle-\langle\Phi|\hat T+\hat V|\Phi\rangle\le0,$$

because $\Phi$ is itself one of the trial states. At large enough $\lambda$ the second-order expansion therefore has the wrong sign.

The exact energy can also be followed to the limit. Scaling all coordinates of a wave function multiplies $\langle\hat T\rangle$ by $\lambda^2$ and $\langle\hat V\rangle$ by $\lambda$, so

$$\langle\hat T+\hat V\rangle_{\Psi_\lambda}=\lambda^2\langle\hat T+\lambda^{-1}\hat V\rangle_\Psi,\qquad
E_c[n_\lambda]=\lambda^2E_c^{(1/\lambda)}[n],$$

where the superscript is the interaction strength $g$. High density is weak coupling. If the Kohn-Sham ground state is nondegenerate and perturbation theory is regular, the wave function changes at order $g$. The subtraction of $\langle\Phi|\hat T+g\hat V|\Phi\rangle$ removes the first-order energy, so $E_c^{(g)}=g^2E_2+\dots$ and $E_c[n_\lambda]\to E_2$, a finite number.

For two electrons in one real orbital $i$, the perturbation that holds the density fixed to first order is $\hat V$ minus the orbital's own Hartree potential for each electron. Its matrix element to a single excitation $i\to a$ is $(ia|ii)-(ia|ii)=0$. The double excitations remain:

$$E_2=\sum_{a,b\ne i}\frac{(ia|ib)^2}{2\varepsilon_i-\varepsilon_a-\varepsilon_b}.$$

Here $(ia|ib)$ is the Coulomb integral between the products $\varphi_i\varphi_a$ and $\varphi_i\varphi_b$, and $\varepsilon$ are orbital energies. The second-order correction to the fixed-density potential adds to the total energy the same amount as is removed on subtracting the external energy, so it does not enter.

## A two-electron density under compression

Take the unpolarized model density $n_\lambda=(2\lambda^3/\pi)e^{-2\lambda r}$, with $r$ in bohr. Since $|\nabla n_\lambda|=2\lambda n_\lambda$, we have $Q=\lambda$. At $\lambda=1$ and $r=1$ bohr, $r_s=1.4046$ bohr and $s=0.7319$, so

$$t^2=\frac{1.5073\times0.7319^2}{1.4046}=0.575,\qquad t=0.758 .$$

At the corresponding point for $\lambda=100$, $s$ is the same, $r_s=0.01405$ bohr, and $t=7.58$, larger by $\sqrt{100}$.

The gradient energy has a closed form. From $t^2=\lambda^2/k_s^2=\pi\lambda^2/(4k_F)$,

$$G=\frac{\beta\pi\lambda^2}{4(3\pi^2)^{1/3}}\int n_\lambda^{2/3}d^3r,\qquad
\int n_\lambda^{2/3}d^3r=\left(\frac{2\lambda^3}{\pi}\right)^{2/3}\frac{8\pi}{(4\lambda/3)^3}
=\left(\frac2\pi\right)^{2/3}\frac{27\pi}{8\lambda},$$

which gives $G=0.13292\,\lambda$ hartree. The energies in hartree are:

| $\lambda$ | uniform gas | gradient | sum | PBE |
|---|---|---|---|---|
| 1 | −0.0919 | 0.1329 | 0.0411 | −0.0415 |
| 10 | −0.2041 | 1.3292 | 1.1250 | −0.0486 |
| 100 | −0.3394 | 13.292 | 12.952 | −0.0482 |
| 1000 | −0.4812 | 132.92 | 132.44 | −0.0480 |

The sum is already positive at $\lambda=1$, and it changes sign at $\lambda=0.495$. Failure does not wait for $t\gg1$. The density-weighted mean of $t^2$ at $\lambda=1$ is $G/(N\beta)=0.1329/(2\times0.06672)=1.00$, while a mean of $0.0919/(2\times0.06672)=0.69$ suffices to cancel the uniform-gas energy. At $\lambda=1000$ the sum is about $+3604$ eV. The position of the sign change depends on the choice of $\beta$. With the density-dependent form $\beta(1+0.1r_s)/(1+0.1778r_s)$ the sum at $\lambda=1$ is $+0.019$ hartree and the zero lies at $\lambda=0.75$; with a constant 0.046 hartree the zero lies at $\lambda=1.00$. The linear growth at large $\lambda$ remains in each case.

The occupied orbital is $\sqrt{n_\lambda/2}=(\lambda^3/\pi)^{1/2}e^{-\lambda r}$, the ground state of the potential $-\lambda/r$ with energy $-\lambda^2/2$. This potential is therefore the Kohn-Sham potential, and its orbitals and levels enter $E_2$. The sum for $E_2$, evaluated with $s$, $p$ and $d$ Gaussians, gives $-0.0447$ hartree, or $-1.22$ eV. The same basis gives this value at $\lambda=1$ and $\lambda=2$, as a limit independent of $\lambda$ requires. $E_2$ is the minimum of $2\langle\psi|\hat V|\Phi\rangle+\langle\psi|\hat H_0-2\varepsilon_i|\psi\rangle$ over real doubly excited pair functions $\psi$, with $\hat H_0$ the Kohn-Sham Hamiltonian; minimizing over each coefficient of $\psi$ returns one term of the sum. A larger basis enlarges the set of $\psi$, hence omitted functions would lower the value, so it is an upper estimate of the exact limit, apart from the small error of the occupied orbital. The omission is mainly angular: the $s$, $p$ and $d$ waves contribute $-0.0143$, $-0.0265$ and $-0.0039$ hartree, and the higher waves lower the total by about 0.002, to $-0.0467$ hartree.

## How PBE removes the divergence

PBE replaces $\beta\phi^3t^2$ by a function with the same small-$t$ limit. For $\zeta=0$ it is

$$H=\gamma\ln\!\left[1+\frac{\beta}{\gamma}t^2\frac{1+At^2}{1+At^2+A^2t^4}\right],\qquad
A=\frac{\beta/\gamma}{e^{-\epsilon_c^{\rm unif}/\gamma}-1}.$$

At high density write $\epsilon_c^{\rm unif}\to\gamma\ln r_s-\omega$, with $\omega$ a constant. Then $A\to(\beta/\gamma)r_se^{-\omega/\gamma}$. By the boxed relation the factor $r_s$ cancels in the product

$$At^2\to y=\frac{\beta}{\gamma}Ce^{-\omega/\gamma}s^2 .$$

Where $s\ne0$ the 1 in the logarithm becomes negligible. Since $(\beta/\gamma)t^2=ye^{\omega/\gamma}/r_s$,

$$\epsilon_c^{\rm unif}+H\to\gamma\ln\frac{y(1+y)}{1+y+y^2}
=-\gamma\ln\!\left[1+\frac{1}{y+y^2}\right].$$

The two logarithms of $r_s$ have cancelled, and the result is finite and negative. This is the plateau in the last column of the table. The cancellation fails where $s$ vanishes over a finite volume: in a region of constant density $H=0$, and the logarithm of the uniform gas remains. An isolated zero of $s$, as at the centre of a Gaussian density, gives only an integrable logarithm and leaves the limit finite. The numerical check confirms the relation and its scaling on a spin-polarized density as well.

## Computed results

```
prefactor (3 pi^2/16)^(2/3) = 1.507303 bohr
beta = 0.06672455 hartree, gamma = 0.03109069 hartree
ring-energy slope d(eps_c)/d(ln rs) = 0.031090 hartree
PBE small-t coefficients, (rs/bohr, zeta) = (2,0), (2,0.6), (5,0.8):
  0.066719, 0.066719, 0.066722 hartree
largest deviation of phi*ks from polarized TF = 5.72 percent
rs = 2.00 bohr, zeta = 0, phi = 1.0000: t at s=1 is 0.8681, s at t=1 is 1.1519
rs = 2.00 bohr, zeta = 1, phi = 0.7937: t at s=1 is 1.0938, s at t=1 is 0.9143
rs = 0.02 bohr, zeta = 0, phi = 1.0000: t at s=1 is 8.6813, s at t=1 is 0.1152
rs = 0.02 bohr, zeta = 1, phi = 0.7937: t at s=1 is 10.9378, s at t=1 is 0.0914
Model density (2 lam^3/pi) exp(-2 lam r); values at lam*r = 1:
  lam = 1: n = 8.61571e-02 bohr^-3, rs = 1.404559 bohr, s = 0.73186, t = 0.75816
  lam = 10: n = 8.61571e+01 bohr^-3, rs = 0.140456 bohr, s = 0.73186, t = 2.39751
  lam = 100: n = 8.61571e+04 bohr^-3, rs = 0.014046 bohr, s = 0.73186, t = 7.58158
  lam = 1000: n = 8.61571e+07 bohr^-3, rs = 0.001405 bohr, s = 0.73186, t = 23.97505
Correlation energies in hartree:
  lam = 1: uniform-gas -0.09186, gradient 0.13292, second-order sum 0.04106, PBE -0.04152
  lam = 10: uniform-gas -0.20414, gradient 1.32917, second-order sum 1.12503, PBE -0.04858
  lam = 100: uniform-gas -0.33943, gradient 13.29165, second-order sum 12.95222, PBE -0.04822
  lam = 1000: uniform-gas -0.48121, gradient 132.91651, second-order sum 132.43531, PBE -0.04796
gradient energy per unit lam, closed form = 0.132917 hartree
second-order sum changes sign at lam = 0.4947
change from lam = 1000 to 10000: uniform-gas -0.14297, PBE 0.000052 hartree
-2 gamma ln 10 = -0.14318 hartree
perturbation basis: s, p, d Gaussians, 84 functions
occupied level: lam=1 -0.499999, lam=2 -1.999988 hartree
perturbation limit: from lam=1 -0.04471, from lam=2 -0.04471 hartree
lam=1000 in eV: second-order sum 3603.75, PBE -1.3049
perturbation limit from lam=1 in eV: -1.2167
```
